# Hydrogen polarisability from B-spline pseudostates: bound and continuum parts: test program

```python
"""Hydrogen polarisability from B-spline pseudostates in a box (atomic units).

Result under test: alpha = sum_i f_i / (E_i - E_1)^2 = 9/2 over p states, where
f_i = (2/3)(E_i - E_1) d_i^2 and d_i = integral of u_i r u_1s dr.
The total converges exponentially with box radius R; the split into bound and
continuum parts by the sign of E_i has an error set by one level at threshold.
Symbols: u = r * radial function, l = angular momentum, k = sqrt(2E),
rho0 = polarisability per unit energy at the ionisation threshold.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.interpolate import BSpline
from scipy.linalg import eigh

DEGREE = 7


def box_spectrum(radius, intervals):
    """Return 1s energy, p energies and p oscillator strengths in the box."""
    breaks = radius * (np.arange(intervals + 1) / intervals) ** 2
    knots = np.r_[[0.0] * DEGREE, breaks, [radius] * DEGREE]
    count = len(knots) - DEGREE - 1
    x, w = np.polynomial.legendre.leggauss(10)
    half = np.diff(breaks)[:, None] / 2
    r = (breaks[:-1, None] + half * (1 + x)).ravel()
    weight = (half * w).ravel()
    spline = BSpline(knots, np.eye(count), DEGREE)
    b = spline(r)[:, 1:-1]
    db = spline.derivative()(r)[:, 1:-1]

    def matrix(values):
        return b.T @ (b * (weight * values)[:, None])

    overlap = matrix(np.ones_like(r))
    h_s = 0.5 * db.T @ (db * weight[:, None]) - matrix(1 / r)
    h_p = h_s + matrix(1 / r**2)
    e_s, c_s = eigh(h_s, overlap)
    e_p, c_p = eigh(h_p, overlap)
    dipole = c_p.T @ matrix(r) @ c_s[:, 0]
    strength = 2 / 3 * (e_p - e_s[0]) * dipole**2
    return e_s[0], e_p, strength


def bound_strength(n):
    """Closed form for 1s -> np, arranged to be stable at large n."""
    n = np.asarray(n, dtype=float)
    power = np.exp(2 * n * (np.log1p(-1 / n) - np.log1p(1 / n)))
    return 256 / 3 * power / (n**3 * (1 - 1 / n**2) ** 4)


def continuum_density(k):
    """Closed form for df/dE at E = k^2/2."""
    return (256 / 3 * np.exp(-4 * np.arctan(k) / k)
            / ((1 + k * k) ** 4 * -np.expm1(-2 * np.pi / k)))


# Exact first-order function and exact total, symbolically
s = sp.symbols("r", positive=True)
u1s = 2 * s * sp.exp(-s)
phi = (2 * s**2 + s**3) * sp.exp(-s)
residual = -sp.diff(phi, s, 2) / 2 + phi / s**2 - phi / s + phi / 2 - s * u1s
assert sp.simplify(residual) == 0
exact = sp.Rational(2, 3) * sp.integrate(sp.expand(phi * s * u1s), (s, 0, sp.oo))
assert sp.simplify(exact - sp.Rational(9, 2)) == 0
alpha_exact = float(exact)
print(f"exact polarisability = {alpha_exact:.6f} a.u.")
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10
print(f"same, as a volume = {alpha_exact * bohr_angstrom**3:.5f} cubic angstrom")

# Exact bound and continuum parts from closed forms
n_all = np.arange(2, 100001)
f_all = bound_strength(n_all)
alpha_bound = np.sum(f_all / (0.5 - 0.5 / n_all.astype(float) ** 2) ** 2)
f_bound = np.sum(f_all)
f_cont = quad(lambda k: k * continuum_density(k), 0, np.inf,
              epsabs=1e-11, limit=300)[0]
alpha_cont = quad(lambda k: k * continuum_density(k) / (0.5 + k * k / 2) ** 2,
                  0, np.inf, epsabs=1e-11, limit=300)[0]
assert abs(alpha_bound + alpha_cont - alpha_exact) < 1e-8
assert abs(f_bound + f_cont - 1) < 1e-8
print(f"exact bound part = {alpha_bound:.6f} a.u.")
print(f"exact continuum part = {alpha_cont:.6f} a.u.")
print(f"bound share of polarisability = {100*alpha_bound/alpha_exact:.2f} %")
print(f"oscillator strength: bound {f_bound:.6f}, continuum {f_cont:.6f}")

# Continuum closed form against direct integrals over Coulomb functions
x, w = np.polynomial.legendre.leggauss(70)
r_quad, w_quad = 22.5 * (1 + x), 22.5 * w
for k in (0.5, 1.0):
    wave = np.array([float(mp.re(mp.coulombf(1, -1 / k, k * q))) for q in r_quad])
    wave *= np.sqrt(2 / (np.pi * k))
    d = np.sum(w_quad * wave * r_quad * 2 * r_quad * np.exp(-r_quad))
    direct = 2 / 3 * (k * k / 2 + 0.5) * d * d
    assert abs(direct / continuum_density(k) - 1) < 1e-7
    print(f"k={k:.1f} a.u.: df/dE = {direct:.6f} per hartree (direct integral)")

# Small boxes: exponential wall error of the total
scaled = []
for radius in (10, 12, 14):
    e1, e_p, f = box_spectrum(radius, 60)
    total = np.sum(f / (e_p - e1) ** 2)
    error = alpha_exact - total
    assert error > 0
    scaled.append(error / (radius**6 * np.exp(-2 * radius)))
    print(f"R={radius} bohr: total {total:.6f} a.u., shortfall {error:.3e} a.u.,"
          f" shortfall/(R^6 e^-2R) {scaled[-1]:.3f}")
assert max(scaled) / min(scaled) < 1.5

# Large boxes: total, raw split, interpolated split
rho0 = 1024 / (3 * np.exp(4))
near_threshold = continuum_density(1e-3) / 0.5**2
assert abs(near_threshold / rho0 - 1) < 1e-4
print(f"threshold density rho0 = {rho0:.5f} a.u. per hartree")
for radius in (40, 80, 160):
    e1, e_p, f = box_spectrum(radius, 120)
    part = f / (e_p - e1) ** 2
    total = part.sum()
    assert abs(e1 + 0.5) < 1e-7
    assert abs(total - alpha_exact) < 1e-7
    assert abs(f.sum() - 1) < 1e-6
    negative = e_p < 0
    raw = part[negative].sum()
    level = np.interp(0.0, e_p, part)
    level_wkb = rho0 * 3 * np.pi / (np.sqrt(2) * radius**1.5)
    smooth = np.interp(0.0, e_p, np.cumsum(part) - part / 2)
    assert abs(level / level_wkb - 1) < 0.1
    assert abs(raw - alpha_bound) < 0.6 * level
    assert abs(smooth - alpha_bound) < 0.1 * level
    print(f"R={radius} bohr: E_1s {e1:.7f} hartree, total {total:.7f} a.u.,"
          f" {negative.sum()} of {len(e_p)} p states have E<0")
    print(f"  raw split: E<0 {raw:.5f}, E>0 {total-raw:.5f} a.u.;"
          f" error of E<0 part {raw-alpha_bound:+.5f} a.u.")
    print(f"  interpolated split: {smooth:.5f}, {total-smooth:.5f} a.u.;"
          f" error {smooth-alpha_bound:+.5f} a.u.")
    print(f"  one level at threshold: {level:.5f} a.u.,"
          f" semiclassical {level_wkb:.5f} a.u.")
    if radius == 40:
        print("  lowest p states at R=40: n, E, free-atom E (hartree),"
              " f, part of alpha (a.u.)")
        for i in range(7):
            print(f"  {i+2} {e_p[i]:+.6f} {-0.5/(i+2)**2:+.6f}"
                  f" {f[i]:.6f} {part[i]:.6f}")
    if radius == 80:
        width = (e_p[2:] - e_p[:-2]) / 2
        energy, density = e_p[1:-1], f[1:-1] / width
        chosen = (energy > 0.05) & (energy < 0.8)
        formula = continuum_density(np.sqrt(2 * energy[chosen]))
        deviation = np.max(np.abs(density[chosen] / formula - 1))
        assert chosen.sum() > 10 and deviation < 0.01
        j = np.argmin(np.abs(energy[chosen] - 0.2))
        print(f"  pseudostate E={energy[chosen][j]:.5f} hartree:"
              f" f {f[1:-1][chosen][j]:.6f}, width {width[chosen][j]:.6f} hartree")
        print(f"  f/width {density[chosen][j]:.5f}, exact df/dE"
              f" {formula[j]:.5f} per hartree")
        print(f"  largest deviation for 0.05<E<0.8 hartree: {100*deviation:.3f} %")
    if radius == 160:
        n_low = np.arange(2, 6)
        assert np.max(np.abs(e_p[:4] + 0.5 / n_low**2)) < 1e-6
        assert np.max(np.abs(f[:4] - bound_strength(n_low))) < 1e-6
        print(f"  1s-2p strength: spline {f[0]:.6f},"
              f" closed form {float(bound_strength(2)):.6f}")

print("all good")
```

Output:

```
exact polarisability = 4.500000 a.u.
same, as a volume = 0.66683 cubic angstrom
exact bound part = 3.663258 a.u.
exact continuum part = 0.836742 a.u.
bound share of polarisability = 81.41 %
oscillator strength: bound 0.565004, continuum 0.434996
k=0.5 a.u.: df/dE = 0.856256 per hartree (direct integral)
k=1.0 a.u.: df/dE = 0.230905 per hartree (direct integral)
R=10 bohr: total 4.496814 a.u., shortfall 3.186e-03 a.u., shortfall/(R^6 e^-2R) 1.546
R=12 bohr: total 4.499828 a.u., shortfall 1.718e-04 a.u., shortfall/(R^6 e^-2R) 1.524
R=14 bohr: total 4.499992 a.u., shortfall 7.827e-06 a.u., shortfall/(R^6 e^-2R) 1.503
threshold density rho0 = 6.25174 a.u. per hartree
R=40 bohr: E_1s -0.5000000 hartree, total 4.5000000 a.u., 4 of 125 p states have E<0
  raw split: E<0 3.65931, E>0 0.84069 a.u.; error of E<0 part -0.00395 a.u.
  interpolated split: 3.65963, 0.84037 a.u.; error -0.00363 a.u.
  one level at threshold: 0.15518 a.u., semiclassical 0.16469 a.u.
  lowest p states at R=40: n, E, free-atom E (hartree), f, part of alpha (a.u.)
  2 -0.125000 -0.125000 0.416197 2.959621
  3 -0.055555 -0.055556 0.079118 0.400531
  4 -0.030710 -0.031250 0.032916 0.149461
  5 -0.012211 -0.020000 0.035618 0.149695
  6 +0.013028 -0.013889 0.042386 0.161041
  7 +0.045677 -0.010204 0.044736 0.150239
  8 +0.085267 -0.007812 0.043979 0.128392
R=80 bohr: E_1s -0.5000000 hartree, total 4.5000000 a.u., 6 of 125 p states have E<0
  raw split: E<0 3.64294, E>0 0.85706 a.u.; error of E<0 part -0.02032 a.u.
  interpolated split: 3.66362, 0.83638 a.u.; error +0.00036 a.u.
  one level at threshold: 0.05682 a.u., semiclassical 0.05823 a.u.
  pseudostate E=0.20931 hartree: f 0.016847, width 0.027842 hartree
  f/width 0.60508, exact df/dE 0.60506 per hartree
  largest deviation for 0.05<E<0.8 hartree: 0.029 %
R=160 bohr: E_1s -0.5000000 hartree, total 4.5000000 a.u., 10 of 125 p states have E<0
  raw split: E<0 3.66988, E>0 0.83012 a.u.; error of E<0 part +0.00662 a.u.
  interpolated split: 3.66343, 0.83657 a.u.; error +0.00017 a.u.
  one level at threshold: 0.02034 a.u., semiclassical 0.02059 a.u.
  1s-2p strength: spline 0.416197, closed form 0.416197
all good
```
